**Kohn's theorem with a quantized uniform cavity mode**

For N equal electrons in a parabolic dot (frequency ω0) and a uniform magnetic field (cyclotron frequency B), a uniform cavity mode (frequency ω_c, coupling λ) mixes only with the centre of mass, and the internal energies do not depend on the cavity. The program diagonalizes two planar electrons plus the photon in single-electron oscillator states. It asserts that the lowest eight singlet and eight triplet levels equal separately computed internal energies plus polariton quanta within 10⁻⁴ E0; the largest deviation found is 3.8 × 10⁻⁶ E0. It also asserts that the three polaritons exhaust the dipole sum rule within 10⁻³, and that three spin-polarized electrons on a line follow the formula with coupling √N λ. For four classical Coulomb particles in a pure magnetic field, the cavity shifts the centre-of-mass path by up to 0.625 length units while the relative paths with and without the cavity agree to about 2 × 10⁻¹¹ length units, the level of the integrator's tolerance. A quartic confinement breaks the theorem: the triplet–singlet gap of two electrons on a line then changes by −1.3 × 10⁻³ E0 when the cavity is coupled, while for harmonic confinement the change is below 10⁻¹² E0.

## Numerical verification

```python
"""Kohn's theorem with a quantized uniform cavity mode.

Result under test: for N equal electrons in a parabolic dot and a uniform
magnetic field, every energy is
    E = E_internal + sum_j Omega_j (n_j + 1/2),
where E_internal does not depend on the cavity and the polariton frequencies
Omega_j solve, with z = Omega^2,
    (z - wc^2) [(z - w0^2)^2 - B^2 z] = N lam^2 z (z - w0^2).
Units: hbar = m = |e| = 1, energies in a model unit E0.
w0: dot frequency, B: cyclotron frequency, wc: cavity frequency,
lam: coupling, the cavity vector potential being lam*q along x.
Pair repulsion in the quantum tests: V0 exp(-r^2 / (2 s^2)).
"""
from itertools import permutations, product
import numpy as np
from scipy import sparse
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre

w0, B, wc, lam = 1.0, 0.5, 1.2, 0.3
V0, s = 2.0, 2.0


def polaritons(n_el, dot, field):
    """Three polariton frequencies from the derived secular equation."""
    left = np.polymul([1, -wc**2], [1, -(2 * dot**2 + field**2), dot**4])
    right = n_el * lam**2 * np.array([1, -dot**2, 0])
    z = np.roots(np.polysub(left, right))
    assert np.max(np.abs(np.imag(z))) < 1e-9 and np.min(np.real(z)) > -1e-9
    return np.sort(np.sqrt(np.abs(np.real(z))))


def repulsion_table(top, width_freq):
    """Gaussian pair integrals <a c| exp(-(x1-x2)^2/2s^2) |b d> as [a,b,c,d]."""
    xi, weight = np.polynomial.hermite.hermgauss(50)
    h = [np.full_like(xi, np.pi**-0.25)]
    for n in range(top):
        before = h[n - 1] if n > 0 else 0 * xi
        h.append(np.sqrt(2 / (n + 1)) * xi * h[n] - np.sqrt(n / (n + 1)) * before)
    h = np.array(h)
    pair = (h[:, None] * h[None] * weight).reshape((top + 1)**2, -1)
    kernel = np.exp(-(xi[:, None] - xi[None])**2 / (2 * width_freq * s**2))
    return (pair @ kernel @ pair.T).reshape([top + 1] * 4)


def full_hamiltonian(n_el, dim, top, coupling, field=0.0, quartic=0.0):
    """Electrons plus photon in single-electron oscillator states.

    All states with at most `top` quanta in total are kept. Operators act into
    a space two shells larger, so that squares have exact matrix elements.
    """
    n_osc = n_el * dim + 1
    big = sorted((c for c in product(range(top + 3), repeat=n_osc)
                  if sum(c) <= top + 2), key=sum)
    n = sum(sum(c) <= top for c in big)
    index = {c: k for k, c in enumerate(big)}
    width = np.sqrt(w0**2 + field**2 / 4)
    freq = [width] * (n_osc - 1) + [np.sqrt(wc**2 + n_el * coupling**2)]
    x, p = [], []
    for j in range(n_osc):
        cols = [k for k, c in enumerate(big) if c[j] > 0]
        rows = [index[big[k][:j] + (big[k][j] - 1,) + big[k][j + 1:]] for k in cols]
        vals = [np.sqrt(big[k][j]) for k in cols]
        a = sparse.csr_matrix((vals, (rows, cols)), shape=(len(big),) * 2)
        x.append(((a + a.T) / np.sqrt(2 * freq[j])).tocsr())
        p.append((1j * np.sqrt(freq[j] / 2) * (a.T - a)).tocsr())

    def square(op):
        part = op.tocsr()[:, :n]
        return part.conj().T @ part

    q, pq = x[-1], p[-1]
    ham = 0.5 * (square(pq) + wc**2 * square(q))
    for i in range(n_el):
        ix = i * dim
        vx = p[ix] + coupling * q
        if dim == 2:
            vx = vx - field / 2 * x[ix + 1]
            vy = p[ix + 1] + field / 2 * x[ix]
            ham = ham + 0.5 * (square(vy) + w0**2 * square(x[ix + 1]))
        ham = ham + 0.5 * (square(vx) + w0**2 * square(x[ix]))
        if quartic:
            ham = ham + quartic * square(x[ix] @ x[ix])
    ham = ham.toarray()
    occ = np.array(big[:n])
    table = repulsion_table(top, width)
    for i in range(n_el):
        for j in range(i):
            term = np.full((n, n), V0)
            active = []
            for c in range(dim):
                a, b = i * dim + c, j * dim + c
                active += [a, b]
                term *= table[occ[:, None, a], occ[None, :, a],
                              occ[:, None, b], occ[None, :, b]]
            for k in set(range(n_osc)) - set(active):
                term *= occ[:, None, k] == occ[None, :, k]
            ham += term
    dipole = sum(x[i * dim] for i in range(n_el)).tocsr()[:n, :n]
    return ham, big[:n], dipole


def exchange_sector(states, n_el, dim, sign):
    """Orthonormal columns, even (+1) or odd (-1) under electron exchange."""
    index = {c: k for k, c in enumerate(states)}
    rows, cols, vals, count = [], [], [], 0
    for c in states:
        orbitals = [c[i * dim:(i + 1) * dim] for i in range(n_el)]
        if orbitals != sorted(orbitals):
            continue
        vector = {}
        for perm in permutations(range(n_el)):
            swaps = sum(perm[a] > perm[b] for b in range(n_el) for a in range(b))
            target = sum((orbitals[k] for k in perm), ()) + c[-1:]
            vector[index[target]] = vector.get(index[target], 0) + sign**swaps
        norm = np.sqrt(sum(v * v for v in vector.values()))
        if norm > 0:
            for k, v in vector.items():
                rows.append(k)
                cols.append(count)
                vals.append(v / norm)
            count += 1
    return sparse.csr_matrix((vals, (rows, cols)), shape=(len(states), count))


def solve_sector(ham, basis, count):
    reduced = (basis.T @ (basis.T @ ham).T).T
    return eigh(reduced, subset_by_index=[0, count - 1])


def internal_levels(odd):
    """Relative motion of two electrons in the plane; no cavity quantity enters."""
    width = np.sqrt(w0**2 + B**2 / 4)
    found = []
    for m in range(-8, 9):
        if m % 2 != odd:
            continue
        a, k = abs(m), np.arange(16)
        t, weight = roots_genlaguerre(40, a)
        norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + a + 1)))
        f = np.array([norm[i] * eval_genlaguerre(i, a, t) for i in k])
        v = (f * weight * V0 * np.exp(-t / (width * s**2))) @ f.T
        h = np.diag(width * (2 * k + a + 1) + B * m / 2) + v
        found += [(e, m) for e in np.linalg.eigvalsh(h)[:6]]
    return sorted(found)


print("Units: hbar = m = |e| = 1, energies and frequencies in E0")
print(f"dot w0 = {w0}, cyclotron B = {B}, cavity wc = {wc} E0")
print(f"coupling lam = {lam} E0; V0 = {V0} E0, range s = {s} length units")

# Two electrons in the plane: full diagonalization against the separated sum.
omega = polaritons(2, w0, B)
width = np.sqrt(w0**2 + B**2 / 4)
print("bare centre-of-mass frequencies:",
      f"{width - B / 2:.5f}, {width + B / 2:.5f} E0")
print("polaritons, N = 2:", ", ".join(f"{o:.5f}" for o in omega), "E0")
print(f"product of polaritons {np.prod(omega):.5f}, wc*w0^2 {wc * w0**2:.5f} E0^3")
assert abs(np.prod(omega) - wc * w0**2) < 1e-9
zero_shift = 0.5 * (omega.sum() - 2 * width - wc)
print(f"zero-point shift by the coupling: {zero_shift:.5f} E0")
ham, states, dipole = full_hamiltonian(2, 2, 9, lam, field=B)
ground = {}
for name, sign, odd in (("singlet", 1, 0), ("triplet", -1, 1)):
    basis = exchange_sector(states, 2, 2, sign)
    energy, vectors = solve_sector(ham, basis, 14)
    ground[name] = energy[0]
    internal = internal_levels(odd)
    print(f"{name} internal levels (m):",
          ", ".join(f"{e:.5f} ({m})" for e, m in internal[:3]), "E0")
    predicted = np.sort([e + np.dot(omega, np.array(c) + 0.5)
                         for e, _ in internal for c in product(range(5), repeat=3)])
    print(f"{name} total levels, full diagonalization | separated sum (E0):")
    for full, separate in zip(energy[:6], predicted[:6]):
        print(f"   {full:.5f} | {separate:.5f}")
    error = np.max(np.abs(energy[:8] - predicted[:8]))
    print(f"{name} largest deviation, 8 levels: {error:.1e} E0")
    # Tolerance set by the finite number of oscillator quanta.
    assert error < 1e-4
    if name == "singlet":
        amplitude = vectors.conj().T @ (basis.T @ (dipole @ (basis @ vectors[:, 0])))
        gaps = energy - energy[0]
        share = gaps * np.abs(amplitude)**2 / (2 / 2)
        lines = [share[np.abs(gaps - o) < 1e-3].sum() for o in omega]
        dark = share.sum() - sum(lines)
        print("dipole sum-rule shares of the polaritons:",
              ", ".join(f"{v:.5f}" for v in lines))
        print(f"share of all other computed lines: {dark:.1e}")
        assert abs(sum(lines) - 1) < 1e-3 and abs(dark) < 1e-5
gap_full = ground["triplet"] - ground["singlet"]
gap_internal = internal_levels(1)[0][0] - internal_levels(0)[0][0]
print(f"triplet-singlet gap: full {gap_full:.5f}, internal {gap_internal:.5f} E0")
assert abs(gap_full - gap_internal) < 1e-4

# Three spin-polarized electrons on a line: the coupling grows with N.
line_energy = {}
for coupling in (0.0, lam):
    ham, states, _ = full_hamiltonian(3, 1, 12, coupling)
    basis = exchange_sector(states, 3, 1, -1)
    line_energy[coupling] = solve_sector(ham, basis, 12)[0]
omega3 = np.sqrt(np.sort(np.roots([1, -(w0**2 + wc**2 + 3 * lam**2), (w0 * wc)**2])))
shift = line_energy[lam][0] - line_energy[0.0][0]
shift_formula = 0.5 * (omega3.sum() - w0 - wc)
gaps3 = line_energy[lam] - line_energy[lam][0]
nearest = [gaps3[np.argmin(np.abs(gaps3 - o))] for o in omega3]
print("N = 3 on a line, polaritons from formula:",
      ", ".join(f"{o:.5f}" for o in omega3), "E0")
print("N = 3 on a line, gaps from diagonalization:",
      ", ".join(f"{g:.5f}" for g in nearest), "E0")
print(f"N = 3 ground shift: full {shift:.5f}, formula {shift_formula:.5f} E0")
assert abs(shift - shift_formula) < 1e-4
assert np.max(np.abs(nearest - omega3)) < 1e-4

# Internal gap with and without light, harmonic and quartic confinement.
for kappa in (0.0, 0.1):
    gap = []
    for coupling in (0.0, lam):
        ham, states, _ = full_hamiltonian(2, 1, 16, coupling, quartic=kappa)
        low = [solve_sector(ham, exchange_sector(states, 2, 1, sign), 1)[0][0]
               for sign in (1, -1)]
        gap.append(low[1] - low[0])
    change = gap[1] - gap[0]
    print(f"line, quartic {kappa}: triplet-singlet gap {gap[0]:.6f} dark,",
          f"{gap[1]:.6f} coupled, change {change:.1e} E0")
    assert abs(change) < 1e-6 if kappa == 0 else abs(change) > 2e-4

# Four Coulomb particles in a pure magnetic field, classical trajectories.
n_cl, B_cl = 4, 1.0


def motion(_, state, coupling):
    r = state[:2 * n_cl].reshape(n_cl, 2)
    p = state[2 * n_cl:4 * n_cl].reshape(n_cl, 2)
    q, pq = state[-2:]
    v = p + B_cl / 2 * np.column_stack((-r[:, 1], r[:, 0]))
    v[:, 0] += coupling * q
    apart = r[:, None] - r[None]
    cube = (np.sum(apart**2, axis=2) + np.eye(n_cl))**1.5
    push = np.sum(apart / cube[:, :, None], axis=1)
    dp = push + B_cl / 2 * np.column_stack((-v[:, 1], v[:, 0]))
    dpq = -wc**2 * q - coupling * v[:, 0].sum()
    return np.concatenate((v.ravel(), dp.ravel(), [pq, dpq]))


r_start = np.array([[1.5, 0.0], [-1.0, 1.2], [-0.5, -1.6], [0.3, 3.0]])
v_start = np.array([[0.5, 0.1], [0.3, -0.2], [0.1, 0.4], [0.2, 0.0]])
p_start = v_start - B_cl / 2 * np.column_stack((-r_start[:, 1], r_start[:, 0]))
start = np.concatenate((r_start.ravel(), p_start.ravel(), [0.5, 0.0]))
times = np.linspace(0, 30, 301)
paths = []
for coupling in (0.0, lam):
    run = solve_ivp(motion, (0, 30), start, method="DOP853", t_eval=times,
                    args=(coupling,), rtol=1e-11, atol=1e-12)
    assert run.success
    paths.append(run.y[:2 * n_cl].T.reshape(-1, n_cl, 2))
centre = [path.mean(axis=1) for path in paths]
relative = [path - c[:, None] for path, c in zip(paths, centre)]
relative_change = np.max(np.abs(relative[1] - relative[0]))
centre_change = np.max(np.abs(centre[1] - centre[0]))


def misfit(frequencies):
    """Largest part of the centre-of-mass path outside the given frequencies."""
    columns = [np.ones_like(times)]
    for o in frequencies:
        columns += [np.cos(o * times), np.sin(o * times)]
    design = np.column_stack(columns)
    fit = np.linalg.lstsq(design, centre[1], rcond=None)[0]
    return np.max(np.abs(design @ fit - centre[1]))


omega_B = polaritons(n_cl, 0.0, B_cl)
right, wrong = misfit(omega_B[1:]), misfit(polaritons(1, 0.0, B_cl)[1:])
print(f"pure field, N = {n_cl}, B = {B_cl} E0, modes:",
      ", ".join(f"{o:.5f}" for o in omega_B), "E0")
print(f"centre path changed by the cavity: {centre_change:.3f} length units")
print(f"relative paths changed by the cavity: {relative_change:.1e} length units")
print(f"centre path misfit: N = {n_cl} modes {right:.1e},",
      f"N = 1 modes {wrong:.1e} length units")
assert omega_B[0] < 1e-6 and centre_change > 1e-2
assert relative_change < 1e-5 and right < 1e-6 and wrong > 1e-3

print("all good")
```

Running it gives:

```
Units: hbar = m = |e| = 1, energies and frequencies in E0
dot w0 = 1.0, cyclotron B = 0.5, cavity wc = 1.2 E0
coupling lam = 0.3 E0; V0 = 2.0 E0, range s = 2.0 length units
bare centre-of-mass frequencies: 0.78078, 1.28078 E0
polaritons, N = 2: 0.75017, 1.11109, 1.43969 E0
product of polaritons 1.20000, wc*w0^2 1.20000 E0^3
zero-point shift by the coupling: 0.01970 E0
singlet internal levels (m): 2.57920 (0), 3.56867 (-2), 4.15945 (0) E0
singlet total levels, full diagonalization | separated sum (E0):
   4.22968 | 4.22968
   4.97986 | 4.97986
   5.21915 | 5.21915
   5.34077 | 5.34077
   5.66937 | 5.66937
   5.73003 | 5.73003
singlet largest deviation, 8 levels: 3.8e-06 E0
dipole sum-rule shares of the polaritons: 0.37814, 0.08558, 0.53627
share of all other computed lines: 0.0e+00
triplet internal levels (m): 3.03496 (-1), 3.53496 (1), 4.15674 (-3) E0
triplet total levels, full diagonalization | separated sum (E0):
   4.68544 | 4.68544
   5.18544 | 5.18544
   5.43561 | 5.43561
   5.79653 | 5.79653
   5.80723 | 5.80722
   5.93561 | 5.93561
triplet largest deviation, 8 levels: 3.1e-06 E0
triplet-singlet gap: full 0.45575, internal 0.45575 E0
N = 3 on a line, polaritons from formula: 0.85188, 1.40865 E0
N = 3 on a line, gaps from diagonalization: 0.85188, 1.40865 E0
N = 3 ground shift: full 0.03027, formula 0.03027 E0
line, quartic 0.0: triplet-singlet gap 0.612281 dark, 0.612281 coupled, change 9.0e-13 E0
line, quartic 0.1: triplet-singlet gap 0.896736 dark, 0.895478 coupled, change -1.3e-03 E0
pure field, N = 4, B = 1.0 E0, modes: 0.00000, 0.82395, 1.45640 E0
centre path changed by the cavity: 0.625 length units
relative paths changed by the cavity: 1.8e-11 length units
centre path misfit: N = 4 modes 1.4e-11, N = 1 modes 3.8e-01 length units
all good
```
